\section*{Does slow-ion electronic stopping scale as atomic number squared?}

\section*{Question}

I am estimating electronic energy loss for slow implanted ions. Linear dielectric theory gives a stopping power proportional to the square of the projectile charge, so at fixed velocity and electron density I would scale the value for $Z=1$ by $Z^2$. I know that the electrons screen the ion, but I expected this to reduce the prefactor, or at most to replace $Z$ by a smaller, smoothly growing effective charge.

Is the $Z^2$ scaling justified when $v$ is far below the Fermi velocity? If not, where does the derivation break down, and what dependence on $Z$ takes its place?

\section*{Answer}

The $Z^2$ law is a weak-scattering result, and its condition already fails for a proton at ordinary metallic densities. To see what replaces it, compute the drag without assuming weak scattering, then recover $Z^2$ as a limit.

I use Hartree atomic units. The target is a uniform, unpolarized gas of independent electrons with density $n=k_F^3/(3\pi^2)$. The projectile is a nucleus of charge $Z$ with its static, spherical screening cloud, which includes any bound electrons. Nuclear stopping, core excitation and crystal structure are left out.

\subsection*{From momentum transfer to friction}

In the ion's frame the occupied states are $f(\mathbf k)=\Theta(k_F-|\mathbf k+\mathbf v|)$. If $w_{\mathbf k\mathbf k'}$ is the elastic scattering rate, the force on the ion is
\begin{equation}
\mathbf F=2\sum_{\mathbf k\mathbf k'}(\mathbf k-\mathbf k')\,
w_{\mathbf k\mathbf k'}f(\mathbf k)[1-f(\mathbf k')].
\end{equation}
The factor 2 counts spin. For a spherical potential $w$ is symmetric, so the term containing $f(\mathbf k)f(\mathbf k')$ changes sign when the labels are exchanged, and it sums to zero. Pauli blocking therefore drops out of the net force.

An electron of speed $k$ loses on average the fraction $1-\cos\theta$ of its forward momentum in a collision; transverse parts cancel. With $\sigma_{\rm tr}=\int(1-\cos\theta)\,d\sigma$,
\begin{equation}
\mathbf F=\frac{2}{(2\pi)^3}\int d^3k\, f(\mathbf k)\,
\mathbf k\,k\,\sigma_{\rm tr}(k).
\end{equation}
For small $v$, $|\mathbf k+\mathbf v|\simeq k+\mathbf v\cdot\hat{\mathbf k}$, hence
\begin{equation}
f(\mathbf k)\simeq\Theta(k_F-k)
-\mathbf v\cdot\hat{\mathbf k}\,\delta(k-k_F).
\end{equation}
The first term is isotropic and gives no force. In the second, the angular integral of $\hat{\mathbf k}(\mathbf v\cdot\hat{\mathbf k})$ is $4\pi\mathbf v/3$, so
\begin{equation}
\mathbf F=-\frac{2}{8\pi^3}\frac{4\pi}{3}k_F^4\sigma_{\rm tr}(k_F)\mathbf v
=-n k_F\sigma_{\rm tr}(k_F)\mathbf v .
\end{equation}
The stopping power is $S=|\mathbf F|=Qv$, with $Q=nk_F\sigma_{\rm tr}(k_F)$. All dependence on $Z$ is in the transport cross section.

\subsection*{The cross section in terms of phases}

Write the scattering amplitude as
\begin{equation}
A(\theta)=\frac1k\sum_l(2l+1)a_lP_l(\cos\theta),\qquad
a_l=e^{i\delta_l}\sin\delta_l=\frac{e^{2i\delta_l}-1}{2i}.
\end{equation}
With $\mu=\cos\theta$, the integrals needed are
\begin{equation}
\int_{-1}^1P_l^2\,d\mu=\frac{2}{2l+1},\qquad
\int_{-1}^1\mu P_lP_{l+1}\,d\mu=\frac{2(l+1)}{(2l+1)(2l+3)}.
\end{equation}
The factor $\mu$ couples neighbouring $l$, and each pair appears twice. Thus
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l
\left[(2l+1)|a_l|^2-2(l+1)\,{\rm Re}(a_la_{l+1}^*)\right].
\end{equation}
Split $2l+1=(l+1)+l$ and shift the index in the part with weight $l$. The sum becomes
\begin{equation}
\sum_l(l+1)\left[|a_l|^2+|a_{l+1}|^2-2{\rm Re}(a_la_{l+1}^*)\right]
=\sum_l(l+1)|a_l-a_{l+1}|^2 .
\end{equation}
Since $|a_l-a_{l+1}|^2=|e^{2i\delta_l}-e^{2i\delta_{l+1}}|^2/4
=\sin^2(\delta_l-\delta_{l+1})$,
\begin{equation}
Q=\frac{k_F^4}{3\pi^2}\sigma_{\rm tr}
=\frac{4k_F^2}{3\pi}\sum_{l=0}^{\infty}(l+1)
\sin^2(\delta_l-\delta_{l+1}),
\label{eq:Q}
\end{equation}
with phases taken at $k_F$. A larger charge does not have to give a larger term: each squared sine is at most one, and it vanishes when neighbouring phases differ by a multiple of $\pi$.

\subsection*{What screening imposes}

Put the ion at the centre of a large sphere of radius $L$. The levels obey $kL-l\pi/2+\delta_l(k)=p\pi$, where $p$ counts levels from the lowest, bound states included. At given $k$, the ion raises the smoothed number of levels below $k$ by $\delta_l/\pi$. With spin and the $2l+1$ orientations, neutrality requires
\begin{equation}
\frac2\pi\sum_l(2l+1)\delta_l(k_F)=Z .
\label{eq:friedel}
\end{equation}
This is the Friedel sum rule. It uses absolute phases, not phases reduced modulo $\pi$.

For a calculation I take the model potential $V(r)=-(Z/r)e^{-\kappa r}$ and choose $\kappa$ to satisfy \eqref{eq:friedel}. The choice is unique. Let $u$ and $\tilde u$ be radial waves in $V$ and $V+dV$, each with unit amplitude at infinity. Their equations give
\begin{equation}
(u\tilde u'-\tilde u u')'=2\,dV\,u\tilde u .
\end{equation}
Integrate from zero, where both waves vanish. At infinity the left side gives $-k\sin(d\delta_l)\simeq-k\,d\delta_l$, so
\begin{equation}
d\delta_l=-\frac2k\int_0^\infty dV\,u^2\,dr .
\label{eq:dphase}
\end{equation}
Here $\partial V/\partial\kappa=Ze^{-\kappa r}>0$. Every phase falls as $\kappa$ grows, and the sum in \eqref{eq:friedel} can equal $Z$ at no more than one $\kappa$.

\subsection*{Where $Z^2$ comes from}

For a weak charge, replace $u$ in \eqref{eq:dphase} by the free wave $krj_l(kr)$ and $dV$ by $V$:
\begin{equation}
\delta_l\simeq2Zk\int_0^\infty r e^{-\kappa r}j_l^2(kr)\,dr .
\end{equation}
Because $\sum_l(2l+1)j_l^2=1$, the weighted phase sum is $2Zk/\kappa^2$. Equation \eqref{eq:friedel} then gives $\kappa^2=4k_F/\pi$, the Thomas--Fermi value, independent of $Z$.

The Born amplitude is $2Z/(q^2+\kappa^2)$, with $q^2=2k_F^2(1-\mu)$. Therefore $1-\mu=q^2/(2k_F^2)$ and $|d\mu|=q\,dq/k_F^2$, which gives
\begin{align}
Q_{\rm B}&=\frac{k_F^4}{3\pi^2}\,2\pi\int_{-1}^{1}(1-\mu)
\frac{4Z^2}{(q^2+\kappa^2)^2}\,d\mu\nonumber\\
&=\frac{4Z^2}{3\pi}\int_0^{2k_F}
\frac{q^3\,dq}{(q^2+\kappa^2)^2}\nonumber\\
&=\frac{2Z^2}{3\pi}\left[\ln(1+x)-\frac{x}{1+x}\right],
\qquad x=\frac{4k_F^2}{\kappa^2}.
\label{eq:born}
\end{align}
The last line follows from the substitution $t=q^2$. At fixed $\kappa$ this is the quadratic law. Its coefficient belongs to Thomas--Fermi screening; the static Lindhard response, which screens less at large $q$, gives a somewhat larger coefficient but the same power of $Z$.

When does it hold? Suppose $k_F$ is at least comparable to $\kappa$, as in a dense gas. About $(k_F/\kappa)^2$ weighted partial waves lie within the screening range, while their weighted phases sum to $\pi Z/2$. A typical phase is thus of order $(\pi Z/2)(\kappa/k_F)^2=2Z/k_F$. In this regime the quadratic law needs $2Z/k_F\ll1$: a weak charge, or a very dense gas at fixed $Z$.

\subsection*{Numbers at one density}

Take the round value $r_s=2$ bohr, for which $k_F=0.9596$ bohr$^{-1}$. For $Z=1$ the estimate $2Z/k_F$ is 2.1. It is rough here, since $k_F$ is only 0.87 of the Thomas--Fermi $\kappa$; the largest computed phase is $\delta_0=0.92$ rad, which is still not small. In the weak limit $x=\pi k_F=3.015$, and \eqref{eq:born} gives
\begin{equation}
\frac{Q_{\rm B}}{Z^2}=0.2122\,(1.3899-0.7509)=0.1356 .
\end{equation}
The full phase calculation at $Z=\pm0.02$, averaged to remove the part odd in $Z$, gives the same 0.1356. At $Z=1$ it gives $Q=0.2025$, already 49\% above the weak-charge value. All $Q$ values are in $\hbar/{\rm bohr}^2$.

For integer charges from 1 to 40, the interior extrema are:
\begin{center}
\begin{tabular}{cc|cc}
\multicolumn{2}{c|}{maxima}&\multicolumn{2}{c}{minima}\\
$Z$&$Q$&$Z$&$Q$\\ \hline
2&0.430&3&0.409\\
6&0.856&11&0.166\\
15&0.970&17&0.859\\
22&2.098&28&0.083\\
33&0.902&35&0.803
\end{tabular}
\end{center}
Scaling from $Z=1$ would predict $121\times0.2025=24.5$ at $Z=11$. The model gives 0.166, less than for $Z=1$ itself. Between $Z=22$ and $Z=28$ the friction falls by 96\%. At $v=0.1$ the linear law $Qv$ gives 0.210 and 0.0083 hartree/bohr, or about 10.8 and 0.42 eV/\AA; for $Z=22$ this velocity is already outside the linear range, as discussed in the last section.

The small first dip can be followed term by term. From $Z=2$ to $Z=3$, $\delta_0-\delta_1$ goes from $1.944-0.281=1.663$ to $2.668-0.504=2.164$ rad. It moves away from $\pi/2$, so the $l=0$ term in \eqref{eq:Q} falls from 0.991 to 0.688. The $l=1$ term rises from 0.105 to 0.347, which does not quite compensate. The prefactor is $4k_F^2/(3\pi)=0.391$, and
\begin{align}
Q(2)&\simeq0.391(0.991+0.105+0.004)=0.430,\nonumber\\
Q(3)&\simeq0.391(0.688+0.347+0.010)=0.409 .
\end{align}

The deep minimum at $Z=28$ constrains the phases even without listing them. The sum in \eqref{eq:Q} is $0.0826/0.391=0.211$. Its terms are nonnegative, so $\sin^2(\delta_0-\delta_1)\leq0.212$, $\sin^2(\delta_1-\delta_2)\leq0.106$ and $\sin^2(\delta_2-\delta_3)\leq0.071$. These differences therefore lie within 0.48, 0.34 and 0.27 rad of multiples of $\pi$. The ion scatters weakly in the transport sense although it is strongly charged. The phases $\delta_0,\delta_1,\delta_2$ are in fact $2.88\pi$, $2.03\pi$ and $1.00\pi$, close to $3\pi,2\pi,\pi$. Inserted in \eqref{eq:friedel}, those multiples give $2(3+6+5)=28$, which matches the charge of this minimum. The counting does not locate minima by itself, because the phases need not reach the multiples together. It also gives $Z=2$, a maximum with $\delta_0=0.62\pi$; $Z=10$, next to the minimum at 11; and $Z=18$, where the phases are $2.60\pi$, $1.86\pi$, $0.15\pi$ and $Q=0.935$.

\subsection*{Is nonlinear screening the cause?}

Two nonlinear effects are present: $\kappa$ depends on $Z$, and the electrons scatter beyond the Born approximation. They can be separated.

First, keep the neutral $\kappa(Z)$ but use \eqref{eq:born}. The largest fall is then 10\%, against 96\% for the full phases. This remaining fall runs from $Z=20$ to $Z=27$, where $\kappa$ rises from 1.963 to 2.526 bohr$^{-1}$. The factor $Z^2$ grows by 1.82, but the bracket in \eqref{eq:born} drops from 0.182 to 0.090, and their product drops by about 10\%. Changing the screening length can thus produce a weak nonmonotonic dependence, but not the deep minima found here.

Second, keep the full phases but hold $\kappa$ at its Thomas--Fermi value, 1.105 bohr$^{-1}$. The friction still oscillates, with a largest fall of 84\%, but its maxima move to $Z=4,10,17,20,27$ and 37. This potential is not neutral: at $Z=3$ it displaces 4.35 electrons.

In this model, then, strong scattering supplies the large oscillation, and nonlinear screening sets where it occurs by tying the phases to $Z$. ``Nonlinear screening makes the stopping oscillate'' is accurate if it means both effects together, but not if it means a change of screening length alone.

An effective charge defined by $Z_{\rm eff}^2=Q(Z)/Q(1)$ does not restore the smooth picture. It is 3.2 at $Z=22$ and 0.64 at $Z=28$. It re-expresses the friction and does not count unscreened protons.

\subsection*{How far to trust this}

The positions and depths of the extrema belong to the model potential. Replacing it by $-(Z/r)(1+\kappa r/2)e^{-\kappa r}$, again made neutral, gives maxima at $Z=2,6,15,22,32,39$ and minima at $Z=3,10,17,28,35$. The deep minima survive this change of shape with small shifts, which supports the mechanism. The dip at $Z=3$ is only 5\% deep and should not be trusted beyond the model. Neither potential replaces a self-consistent calculation, which would also include exchange and correlation.

The linear velocity law has its own range. For $Z=10$ with a frozen potential, the force from the displaced Fermi sphere exceeds $Qv$ by 0.7\% at $v=0.1$, and for $Z=28$ by 0.4\%. The range depends on the ion, because it is set by how fast $\sigma_{\rm tr}(k)$ varies near $k_F$. For $Z=22$ the force is about 11\% below $Qv$ at $v=0.05$ and about 27\% below it at $v=0.1$ (0.153 instead of 0.210 hartree/bohr). These figures leave out any change of the screening cloud with velocity. When $v$ approaches $k_F$, the expansion of the Fermi sphere fails, and the static cloud can no longer be assumed. In a real solid, a varying electron density and core excitation can also alter the dependence on $Z$.

For your estimate, do not extrapolate from $Z=1$ by $Z^2$. Calculate the Fermi-level phases for each ion at the density of interest, preferably from a self-consistent potential, and check their sum against \eqref{eq:friedel} before using \eqref{eq:Q}. The sum rule is a necessary check, but it does not fix $Q$ by itself: different sets of phases can have the same sum. The numerical output lists $\kappa$ and $Q$ for every integer charge from 1 to 40.

\section*{Computed results}
\begin{verbatim}
r_s = 2.0 bohr; density = 0.029842 bohr^-3
k_F = 0.95958; Thomas-Fermi kappa = 1.10534 bohr^-1
Z, kappa (bohr^-1), Q (hbar/bohr^2); two Z per line
 1 1.2545 0.2025 |  2 1.3438 0.4303
 3 1.3566 0.4088 |  4 1.4021 0.4905
 5 1.4850 0.6877 |  6 1.5926 0.8558
 7 1.7091 0.8095 |  8 1.8081 0.5563
 9 1.8405 0.3027 | 10 1.7897 0.1746
11 1.7410 0.1661 | 12 1.7272 0.2938
13 1.7387 0.5483 | 14 1.7634 0.8254
15 1.7899 0.9696 | 16 1.8083 0.9337
17 1.8191 0.8588 | 18 1.8438 0.9354
19 1.8948 1.2177 | 20 1.9628 1.6060
21 2.0389 1.9466 | 22 2.1191 2.0981
23 2.2015 1.9784 | 24 2.2851 1.5964
25 2.3690 1.0559 | 26 2.4516 0.5256
27 2.5259 0.1797 | 28 2.5097 0.0826
29 2.3987 0.1089 | 30 2.3434 0.2904
31 2.3217 0.5791 | 32 2.3137 0.8288
33 2.3043 0.9023 | 34 2.2825 0.8259
35 2.2578 0.8029 | 36 2.2612 1.0063
37 2.2910 1.3889 | 38 2.3326 1.7893
39 2.3794 2.0459 | 40 2.4286 2.0482
Q maxima at Z: 2 6 15 22 33
Q minima at Z: 3 11 17 28 35
largest fall of Q: 96.06 %
first maximum: Z = 2, Q = 0.4303 hbar/bohr^2
  phases l=0..4 (rad): 1.9438 0.2805 0.0494 0.0109 0.0026
  channel terms l=0..4: 0.9915 0.1050 0.0044 0.0003 0.0000
  S at v=0.1: 0.04303 hartree/bohr = 2.213 eV/angstrom
next minimum: Z = 3, Q = 0.4088 hbar/bohr^2
  phases l=0..4 (rad): 2.6681 0.5044 0.0747 0.0158 0.0037
  channel terms l=0..4: 0.6878 0.3471 0.0104 0.0006 0.0000
  S at v=0.1: 0.04088 hartree/bohr = 2.102 eV/angstrom
Z^2 from Z=1 at next minimum: 1.822 hbar/bohr^2
  divided by model Q: 4.46
weak |Z| = 0.02: even Q/Z^2 = 0.135615 hbar/bohr^2
linear-response Q/Z^2 = 0.135606 hbar/bohr^2
Born, same kappa: largest fall 10.25 %
  Q at those two Z: 0.3741, 0.8255 hbar/bohr^2
fixed kappa: largest fall 83.74 %
  maxima at Z: 4 10 17 20 27 37
  displaced electrons at Z=3: 4.347
second shape: largest fall 96.40 %
  maxima at Z: 2 6 15 22 32 39
  minima at Z: 3 10 17 28 35
Z=10 phase-equation difference: 5.5e-06 rad
Z=10 bound s levels: 2; box k: 0.83275 bohr^-1
  phase from box, wave: 5.71498, 5.71604 rad
Z=10 sigma_tr: sum 6.09585, angle 6.09585 bohr^2
Z=10 force/(Qv), v=0.01, 0.1: 1.000072, 1.007281
\end{verbatim}
